# Why Sequential Filament Growth Narrows the Relative Spread of Switching Times

**Question.** A resistive memory cell may switch by one thermally activated event, or by a filament that is complete only after many events in succession. Each event is random. Why does the filament's switching time have the smaller relative spread, how does that spread depend on the number of events, and how much of the gain survives in a cell whose events are not all alike?

**Answer.**

**For one event the spread equals the mean**

Let a single event occur at a constant rate $k$: if it has not happened by time $t$, its probability of happening in the next short interval $dt$ is $k\,dt$. The probability $S(t)$ that it has not yet happened then obeys $dS/dt=-kS$ with $S(0)=1$, so $S=e^{-kt}$.

The density of switching times is $-dS/dt$. Integrating by parts, with boundary terms that vanish because $S$ decays exponentially, gives

$$
\langle t\rangle=\int_0^\infty S\,dt=\frac1k,\qquad
\langle t^2\rangle=2\int_0^\infty tS\,dt=\frac{2}{k^2}.
$$

The variance is $2/k^2-1/k^2=1/k^2$. The relative spread, defined here as standard deviation divided by mean and written CV, is therefore 1. Changing the barrier or the temperature changes $k$, but $k$ cancels from this ratio. A slow single-event switch is as uncertain, relative to its mean, as a fast one.

**Deviations of successive events partly cancel**

Now let the filament need $N$ events, each able to start only when the previous one is finished. Assume that the stage durations $t_i$ are independent, that every stage has the same rate $k$, and that no stage is undone. The completion time is $T=t_1+\dots+t_N$, with mean $N/k$.

Write $\delta_i=t_i-1/k$ for the deviation of one stage from its mean. Then

$$
\mathrm{Var}\,T=\Big\langle\Big(\sum_i\delta_i\Big)^2\Big\rangle
=\sum_i\langle\delta_i^2\rangle+\sum_{i\ne j}\langle\delta_i\delta_j\rangle .
$$

For independent stages each cross term factorizes into $\langle\delta_i\rangle\langle\delta_j\rangle=0$. What remains is $N/k^2$, and

$$
\mathrm{CV}=\frac{\sqrt N/k}{N/k}=\frac1{\sqrt N}.
$$

The vanishing cross terms are the cause of the narrowing. A long stage does not make the other stages long, so deviations of opposite sign partly cancel in the sum, while the means add in full.

The comparison depends on what is held fixed. At fixed stage rate, the absolute spread $\sqrt N/k$ grows with $N$, though more slowly than the mean. At fixed total mean $T_0$, the rate must be $k=N/T_0$, and the absolute spread falls as $T_0/\sqrt N$.

The exponential law is not essential. If identical independent stages have mean $m$ and finite standard deviation $cm$, the same addition gives $\sqrt N\,cm/(Nm)=c/\sqrt N$. The argument uses a finite variance and the vanishing of the cross terms, which independence guarantees; the value $c=1$ belongs to a constant rate.

**Early completion is strongly suppressed**

Let $p_n(t)$ be the probability that $n$ events are complete. For $n<N$,

$$
\dot p_0=-kp_0,\qquad \dot p_n=kp_{n-1}-kp_n .
$$

Setting $p_n=e^{-kt}q_n$ removes the loss term and leaves $\dot q_n=kq_{n-1}$ with $q_0=1$. Repeated integration from $q_n(0)=0$ gives $q_n=(kt)^n/n!$. The filament is complete unless fewer than $N$ events have happened, so

$$
P(T<t)=1-e^{-kt}\sum_{j=0}^{N-1}\frac{(kt)^j}{j!}
=e^{-kt}\sum_{j=N}^{\infty}\frac{(kt)^j}{j!}.
$$

The second form uses the series of $e^{kt}$. For $kt\ll1$ it begins as $(kt)^N/N!$, whereas a single event begins as $kt$. Very early completion requires every stage to be short.

**Unequal stages count as fewer**

If stage $i$ has mean $\tau_i$ and constant rate $1/\tau_i$, its variance is $\tau_i^2$. Thus

$$
\mathrm{CV}^2=\frac{\sum_i\tau_i^2}{\left(\sum_i\tau_i\right)^2}\ge\frac1N .
$$

The inequality is that of Cauchy and Schwarz, $(\sum_i 1\cdot\tau_i)^2\le N\sum_i\tau_i^2$, with equality when all $\tau_i$ are equal. It is useful to call $N_{\rm eff}=1/\mathrm{CV}^2$ the effective number of stages. Four stages with means 1, 0.3, 2 and 0.7, in any common unit, have $\mathrm{CV}^2=5.58/4.0^2$, so CV = 0.591 and $N_{\rm eff}=2.87$. If one stage takes nearly all the time, $N_{\rm eff}$ approaches 1.

**Backward steps cannot improve on the equal-stage value**

Suppose that the filament can also lose its last element. Let $f_n$ be the rate from $n$ to $n+1$ events and $b_n$ the rate from $n$ to $n-1$, all positive except $b_0=0$. Collect $p_0,\dots,p_{N-1}$ in a vector with $\dot{\mathbf p}=A\mathbf p$, starting from $p_0=1$. The density of completion times is $f_{N-1}p_{N-1}(t)$.

The Laplace transform $\hat{\mathbf p}(s)$ obeys $(s-A)\hat{\mathbf p}=(1,0,\dots,0)^T$. Cramer's rule for its last component replaces the last column of $s-A$ by the right-hand side. Expanding along that column leaves the sign $(-1)^{N-1}$ times the determinant of a triangular matrix with diagonal $-f_0,\dots,-f_{N-2}$. The signs cancel, and the transform of the completion density is

$$
\hat\rho(s)=\frac{f_0f_1\cdots f_{N-1}}{\det(s-A)}
=\prod_{i=1}^N\frac{\lambda_i}{\lambda_i+s}.
$$

Here $-\lambda_i$ are the eigenvalues of $A$. They are real because a diagonal rescaling makes $A$ symmetric, with off-diagonal elements $\sqrt{f_nb_{n+1}}$. They are negative because completion is certain from every state, so every mode decays. Certainty also means $\hat\rho(0)=1$, hence $\prod f_n=\prod\lambda_i$, which gives the last form.

Each factor is the transform of an exponential law with rate $\lambda_i$, and a product of transforms belongs to a sum of independent times. The reversible chain thus has the same time distribution as $N$ irreversible stages with means $1/\lambda_i$, and the previous inequality applies: $\mathrm{CV}\ge1/\sqrt N$.

**Many events are not enough by themselves**

If $N$ events run simultaneously and any one suffices, the survival probability is $(e^{-kt})^N=e^{-Nkt}$. This is again a single exponential, with CV = 1.

If all $N$ are needed but run simultaneously, the first occurs at rate $Nk$, the next at $(N-1)k$, and the last at $k$. These are unequal successive stages, so

$$
\mathrm{CV}=\frac{\sqrt{\sum_{j=1}^N1/j^2}}{\sum_{j=1}^N1/j}.
$$

For $N=8$ this is 0.455, against 0.354 for equal successive stages. At large $N$ the numerator tends to a constant and the denominator grows as $\ln N$, so the narrowing is only logarithmic.

**A hafnium-oxide cell under a read voltage**

Consider a filament with a gap left in it. A small read voltage, applied continuously, may slowly close the gap and destroy the stored state. Let closure need eight hops of oxygen vacancies, each extending the filament by $a=0.25$ nm across a gap of 2 nm. Take charge $2e$, barrier $E=1.3$ eV, attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$, voltage 0.2 V and temperature 358 K. These are rough values for such a cell. The barrier is an assumed effective value: calculated migration barriers in crystalline hafnium oxide depend strongly on the vacancy charge, being lower than this for the doubly charged vacancy and higher for the neutral one. No series resistance is included at this point, and the supply of vacancies is assumed not to limit the rate.

The mean field is $F=0.2\ \mathrm V/2\ \mathrm{nm}$, or 1 MV/cm. With the saddle point halfway along the hop, the field lowers the barrier by $w=2e(a/2)F=0.025$ eV. Since $k_BT=0.03085$ eV,

$$
k=\nu e^{-(E-w)/k_BT}=10^{13}\,e^{-1.275/0.03085}\ \mathrm{s^{-1}}
=1.125\times10^{-5}\ \mathrm{s^{-1}} .
$$

One stage lasts 1.029 days on average. The mean closing time is $8\times1.029=8.23$ days ($7.11\times10^5$ s), and its standard deviation is $\sqrt8\times1.029=2.91$ days. A single-event switch with the same mean would have a standard deviation of 8.23 days.

The early failures differ far more. Before one tenth of the mean, the single event has occurred with probability $1-e^{-0.1}=0.0952$. For eight stages, $kt=0.8$ in the formula above gives $2.05\times10^{-6}$. The time by which 99% of cells have closed is 458 times the time for 1% in the single-event case, and 5.5 times in the eight-stage case.

**What the equal-stage estimate leaves out**

As the filament grows, the voltage falls across a shorter gap; the table below assumes that the full applied voltage $V$ stays across the gap, with nothing lost in the filament or contacts. After $n$ hops the field is $F_n=V/(2\ \mathrm{nm}-na)$ and the lowering is $w_n=2e(a/2)F_n$. A vacancy can also hop back from $n+1$ to $n$, over a barrier $E+w_n$; this gives it no binding to the filament, which favours reversal. Finally, the read current heats the cell. Take a thermal resistance of $10^6$ K/W and a current rising geometrically from 1 µA with the gap open to 20 µA at closure, both rough.

The table follows from the equation for $\mathbf p$, propagated by matrix exponentials, with the survival probability integrated numerically. "Early" means before one tenth of that row's own mean.

| Model | CV | $N_{\rm eff}$ | Mean (days) | P(early) |
|---|---|---|---|---|
| Equal stages | 0.354 | 8.0 | 8.23 | $2.1\times10^{-6}$ |
| Growing field | 0.428 | 5.5 | 4.18 | $2.8\times10^{-5}$ |
| Backward hops | 0.421 | 5.6 | 9.95 | $7.0\times10^{-6}$ |
| Heating | 0.355 | 7.9 | 7.33 | $2.1\times10^{-6}$ |
| All three | 0.488 | 4.2 | 4.40 | $6.1\times10^{-5}$ |
| All three, field doubled | 0.500 | 4.0 | 1.35 | $1.7\times10^{-4}$ |

The growing field makes the last hop 291 times faster than the first, so the late stages contribute little to the total time or to the averaging. The nominal field at that hop, 8 MV/cm, is comparable with or above the breakdown field of hafnium-oxide films, and a gap one hop wide is too short for a mean field to be well defined. The late rates are therefore only indicative, but the last two stages together take only about 2% of the mean time in this row. The full-voltage assumption overstates the field growth. A current of 20 µA at 0.2 V corresponds to 10 kΩ at closure; if all of it lies in series with the gap, the assumed current leaves only about 30% of the voltage across the gap at the last hop, that hop is only 3.5 times faster than the first, and CV is 0.38 for the growing field alone and 0.44 with all three effects, with or without the doubled field. Backward hops matter because the voltage is small: at the initial field their rate is $e^{-2w/k_BT}=0.198$ of the forward rate. Heating changes CV little, since the temperature rise is only 0.2 K at the first stage and 2.75 K at the last. The final row doubles the local field acting on the vacancy in every stage. It shows the sensitivity to a moderate change, not a bound on the error of using the mean field. The Lorentz estimate $(\epsilon_r+2)/3$, with a relative permittivity $\epsilon_r$ near 20, would give a factor of about 7; the nominal lowering at the last hop would then exceed the barrier, and this linear model would fail.

$N_{\rm eff}$ describes the variance, not the early tail. At large $s$ the transform $\hat\rho$ tends to $\prod f_n/s^N$, so the completion probability still begins as $(\prod f_n)\,t^N/N!$, with the full $N$ in the exponent. This form is reached only at very short times: with all three effects included, it is still more than three times too large at one hundredth of the mean, so it cannot replace the last column of the table.

Several columns may also compete. If ten identical, independent columns grow and the first to finish closes the gap, the survival probability is the tenth power of that for one column. With equal stages, numerical integration gives a mean of 4.39 days and CV = 0.245. This lies below $1/\sqrt8$ without contradicting the bound, which concerns one chain. The tenth power cuts off the late tail, and here it reduces the standard deviation by a larger factor than the mean. For single exponential events the two fall together.

**Errors shared by all stages do not average out**

Suppose that cells differ in barrier or temperature, so that all stages of one cell are slowed by a common factor $e^g$. Let $g$ be Gaussian with mean zero and standard deviation $s$, independent of the stage noise. Then $T=e^gX$, where $X$ is the equal-stage time. From its mean and variance, $\langle X^2\rangle/\langle X\rangle^2=1+1/N$. The Gaussian averages are $\langle e^g\rangle=e^{s^2/2}$ and $\langle e^{2g}\rangle=e^{2s^2}$, so

$$
\mathrm{CV}^2=\frac{\langle T^2\rangle}{\langle T\rangle^2}-1
=\Big(1+\frac1N\Big)e^{s^2}-1 .
$$

As $N\to\infty$ this tends to $e^{s^2}-1$, not to zero. A barrier spread of 10 meV between cells gives $s=0.010/0.03085=0.324$. With eight equal stages CV rises from 0.354 to 0.500, and no number of stages brings it below 0.333. A temperature spread of 1 K gives $s=(E-w)(1\ \mathrm K)/(k_BT^2)=0.115$ and CV = 0.374.

**How far the numbers apply to real cells**

The gap, read voltage and temperature are of the size met in filamentary oxide memories, but the single column of identical hops is an idealization. The 8-day mean is not a lifetime prediction: a change of 0.1 eV in the assumed barrier alters it by a factor $e^{0.1/0.03085}$, about 26, and real cells are read in short pulses rather than continuously. The relative spread of the equal-stage model does not depend on that barrier.

Real cells break the assumption of equal, irreversible stages, which moves CV from 0.35 to about 0.5 in this model with no series resistance and no binding, and to about 0.44 with either a 10 kΩ series resistance or a binding of 0.05 eV. They also break the assumption of identical cells, which at 10 meV has a similar effect by itself; combined with all three effects of the table, it gives CV = 0.61. Programming near 1 V lies outside the example. The initial lowering would be five times larger, and the last hop would have a nominal lowering of 1.0 eV, comparable with the barrier, where a linear correction to a fixed barrier can no longer be trusted. Within this single-column model, for identical cells under the read condition treated here and a local field between one and two times the mean field, sequential growth still roughly halves the relative spread of a single event, though eight equal stages would have reduced it nearly threefold.
